# Why light doping first lowers, then restores, organic mobility

**Question.** Each ionised dopant in a p-type organic semiconductor supplies a hole, and extra holes in a disordered solid can raise the mobility by filling its deepest sites. Why, then, can the first dopants reduce the mobility, and why does further doping reverse the fall?

**Answer.** A dopant supplies a hole and also leaves behind an ion that attracts holes. In the model below, the answer depends on how three quantities change with dopant density: the number of deep sites near ions, the filling of those sites, and the energy a hole needs to travel between ions.

## The model

Take a cubic lattice of sites with spacing $a$. Every dopant is ionised, so the hole density is $p=N_d$, and the number of holes per site is $x=N_da^3$. I use hole energies, so a deep trap has a low energy:

$$E_i=D_i+U(r_i),\qquad U(r)=-\frac{e^2}{4\pi\epsilon\,\max(r,a)} .$$

Here $D_i$ is Gaussian host disorder of width $s$, $r_i$ is the distance to the nearest ion, and $\epsilon=\epsilon_0\epsilon_r$. More distant charge is taken as neutral on average. The cut at $r=a$ represents the finite size of the molecules. Two lengths and energies in reduced form are useful:

$$\ell=\frac{e^2}{4\pi\epsilon kT},\qquad S=\frac{s}{kT}.$$

The first is the Onsager radius, at which the Coulomb attraction equals $kT$.

A site holds at most one hole. Other repulsion between holes is omitted, as is self-consistent screening. The mobility is $\mu=\sigma/(ep)$, where $\sigma$ is the dc conductivity and $p$ counts all holes, bound ones included.

## Ions broaden the deep tail

For randomly placed ions, a volume $V$ inside a large sample of volume $\Omega$ is empty with probability $(1-V/\Omega)^{N_d\Omega}\to e^{-N_dV}$. Hence

$$P(r>R)=\exp\!\left(-\tfrac{4\pi}{3}N_dR^3\right).$$

At low density the fraction of sites within a fixed distance of an ion is therefore proportional to $N_d$. Each of these sites keeps its Gaussian disorder but is shifted down by the Coulomb energy. The density of states gains a broad deep tail, not one sharp trap level.

## From hopping to mobility

Let a hole hop between neighbours at the rate $\nu\exp[-(E_j-E_i)/2kT]$. This choice satisfies detailed balance. In the mean-field description, site $i$ has occupation $f_i$ and a local Fermi level $\eta_i$, with $f_i/(1-f_i)=e^{(\eta_i-E_i)/kT}$. Defining $h_i=f_i(1-f_i)$ gives

$$f_i=\sqrt{h_i}\,e^{(\eta_i-E_i)/2kT},\qquad
1-f_i=\sqrt{h_i}\,e^{-(\eta_i-E_i)/2kT}.$$

In the forward flow $\nu f_i(1-f_j)e^{(E_i-E_j)/2kT}$ the site energies cancel from the exponent. Subtracting the reverse flow leaves

$$J_{ij}=2\nu\sqrt{h_ih_j}\,\sinh\frac{\eta_i-\eta_j}{2kT}
\simeq\frac{\nu}{kT}\sqrt{h_ih_j}\,(\eta_i-\eta_j).$$

The charge current is $eJ_{ij}$ and the voltage is $(\eta_i-\eta_j)/e$, so each bond has conductance $(e^2\nu/kT)\,g$, with $g=\sqrt{h_ih_j}$. If the whole network behaves like a uniform one with bond value $g_e$, then $\sigma=e^2\nu g_e/(kTa)$. Dividing by $ep=ex/a^3$,

$$\mu=\frac{e\nu a^2}{kT}\,\frac{g_e}{x}.$$

An effective-medium approximation supplies $g_e$. In a uniform cubic network, current $I$ injected at a node sends $I/6$ through each bond. Extracting $I$ at a neighbour adds another $I/6$ in the joining bond. The voltage is $I/(3g_e)$, so the conductance between neighbours is $3g_e$, of which $2g_e$ belongs to the rest of the network. Replacing that bond by $g$ leaves a current mismatch $(g_e-g)V$, which acts across $g+2g_e$. Requiring the resulting voltage changes to average to zero gives

$$\left\langle\frac{g-g_e}{g+2g_e}\right\rangle=0 .$$

For dilute holes $h\simeq e^{(F-E)/kT}$, and the energy of a bond is the mean of its two site energies. I keep this mean also when sites fill, where it is an approximation.

Now let the ions be many sites apart. Within a small region $U$ is nearly constant, and the region conducts as the host would with its energies shifted by $U$. Write the conductance of the whole sample as $g_e=g_0e^{(F-U_t)/kT}$, where $g_0$ is the dilute host value at $F=0$. This defines an effective transport level $U_t$. In the undoped dilute host, completing the square in the Gaussian average gives

$$x=e^{F/kT}\langle e^{-D/kT}\rangle=e^{F/kT+S^2/2}.$$

Its mobility $\mu_0$ is thus proportional to $g_0e^{-S^2/2}$, and

$$\frac{\mu}{\mu_0}=\frac{1}{x}\exp\!\left(\frac{F-U_t}{kT}+\frac{S^2}{2}\right).\tag{1}$$

Doping changes the mobility through $F$, through $U_t$, and through the division by $x$.

## Why the first ions lower it

While all sites are sparsely filled, $x=e^{F/kT+S^2/2}\langle e^{-U/kT}\rangle$. Inserting this in (1),

$$\frac{\mu}{\mu_0}=\frac{e^{-U_t/kT}}{\langle e^{-U/kT}\rangle}.$$

For isolated wells most of the volume lies far from any ion, so to leading order $U_t\simeq0$. The population average gains one term per ion:

$$\langle e^{-U/kT}\rangle\simeq1+N_dV_B,\qquad
V_B=\int_{r<\ell/2}e^{-U/kT}\,d^3r .$$

The integrand $r^2e^{\ell/r}$ has its minimum where $2r-\ell=0$, which separates bound from ordinary volume at $r=\ell/2$. Therefore

$$\frac{\mu}{\mu_0}\simeq\frac{1}{1+N_dV_B}.\tag{2}$$

A well occupies little space but carries a large Boltzmann weight. Holes collect there and seldom contribute to the current. At extremely low density they are still mostly free, because the volume available per ion outweighs the binding. This is why the mobility starts from $\mu_0$ and falls as ions are added.

## What filling does

When $N_dV_B\gg1$, most holes sit in wells. Let $C(F-U)$ be the Fermi occupation averaged over the Gaussian disorder. For separate wells, with the integral taken over the bound volume $r<\ell/2$,

$$x=N_d\int C\big(F-U(r)\big)\,d^3r .$$

Since $x=N_da^3$, the density cancels:

$$\int C\big(F-U(r)\big)\,d^3r=a^3 .$$

Each new hole arrives with a new well, so $F$ stays fixed. With $U_t$ also fixed, equation (1) gives $\mu\propto1/N_d$: separate wells would make the mobility fall without a turn.

The exclusion of double occupation raises this plateau. Without it, $C=e^{(F-U)/kT+S^2/2}$, and the plateau would lie at

$$\frac{F_B}{kT}=\ln\frac{a^3}{V_B}-\frac{S^2}{2}.$$

With it, the deepest sites cannot take their full Boltzmann share. The remaining holes must go to higher energies, $F$ exceeds $F_B$, and the fall is weaker. Filling alone does not end the fall while the wells remain separate.

## Why overlap turns the curve

A hole leaving one ion need not climb to $U=0$ if it can pass through the attraction of the next. The region where $U$ lies below $-e^2/(4\pi\epsilon R)$ is the union of spheres of radius $R$ around the ions. As $R$ grows the spheres overlap, and at some radius they first connect across the sample. For random ions the sole length in this problem is $N_d^{-1/3}$, so

$$r_p=\rho N_d^{-1/3},$$

with a pure number $\rho$. Simulated random spheres gave $\rho=0.437$, with a sample spread of $0.008$.

When local conductances differ strongly, the current is limited by the hardest part of the easiest connected route. This suggests $U_t=-\Delta$, with

$$\Delta=\frac{e^2}{4\pi\epsilon r_p}
=\frac{e^2N_d^{1/3}}{4\pi\epsilon\rho},\qquad r_p>a .$$

The bottom of a well stays where it was, while the level needed to travel comes down. With $F$ on its plateau, (1) becomes

$$\ln\mu=\text{constant}+\frac{\Delta}{kT}-\ln N_d .$$

Because $\Delta\propto N_d^{1/3}$, $d\Delta/d\ln N_d=\Delta/3$, and

$$\frac{d\ln\mu}{d\ln N_d}=\frac{\Delta}{3kT}-1 .$$

The slope vanishes at $\Delta=3kT$. The second derivative there is $\Delta/(9kT)>0$, so this is a minimum. Solving for the density,

$$N_{\min}\simeq\left(\frac{12\pi\rho\,\epsilon kT}{e^2}\right)^3.\tag{3}$$

This estimate needs wells deeper than $3kT$ and $N_{\min}V_B\gg1$, so that holes are bound before overlap becomes important. The percolation argument is sharp for large energy contrasts; at $3kT$ it gives a scale.

The conductivity behaves differently. In the same regime $\sigma\propto N_d\mu$, so $d\ln\sigma/d\ln N_d=\Delta/(3kT)>0$. The mobility can fall while the conductivity rises.

## A worked case

Choose round model parameters: $T=300$ K, $\epsilon_r=4$, $a=1.2$ nm and $s=0.05$ eV. Then $kT=0.02585$ eV, $S=1.934$ and $\ell=13.93$ nm. The well depth is $\ell/a=11.60$ in units of $kT$, or $0.300$ eV. At $x=10^{-3}$ the fraction of sites below $-10kT$ rises from $1.2\times10^{-7}$ in the host to $8.0\times10^{-3}$, about eight deep sites per ion.

**The onset.** The binding volume is $V_B=1.155\times10^{-21}$ m³, so trapping becomes strong near $1/V_B=8.7\times10^{20}$ m⁻³. At $x=10^{-8}$, $N_dV_B=0.006686$, and (2) predicts a fractional drop of $0.006686/1.006686=0.00664$. The effective-medium calculation gives $0.00669$. The match is closer than (2) can promise, since it omits corrections of several per cent.

At $x=10^{-6}$, (2) gives $1/(1+0.669)=0.60$, while the calculation gives $0.73$. Part of the difference is the long Coulomb tail, which lowers the transport level even between distant wells. Averaging over the distance law with $t=4\pi N_dr^3/3$ gives

$$\left\langle\frac1r\right\rangle=\left(\frac{4\pi N_d}{3}\right)^{1/3}\int_0^\infty t^{-1/3}e^{-t}\,dt=2.18\,N_d^{1/3}.$$

The mean lowering is $11.60\times2.18\times0.01=0.25$ in units of $kT$. It multiplies the weight of the free region by $e^{0.25}$, so (2) becomes $1/(1+0.669e^{-0.25})=0.66$. This agrees with the calculation without filling, $0.655$. Filling accounts for the remaining rise to $0.73$.

**The plateau.** Between $x=10^{-4}$ and $10^{-2}$, $F/kT$ moves from $-14.60$ to $-14.35$. In an undoped dilute host the same hundredfold increase in holes would move it by $\ln100=4.6$. The Boltzmann value is

$$\frac{F_B}{kT}=\ln(1.50\times10^{-6})-1.87=-15.28 .$$

At $x=10^{-3}$ the actual level is $-14.47$, higher by $0.81$. Filling should therefore raise the mobility by $e^{0.81}=2.2$. The calculated values with and without filling, $0.0418$ and $0.0186$, have this ratio.

**The role of overlap.** If the Coulomb potential is removed from the transport bonds but kept in the hole population, $U_t=0$. Equation (1) at $x=10^{-3}$ then gives

$$\frac{\mu}{\mu_0}=10^3e^{-14.47+1.87}=3.4\times10^{-3},$$

as calculated. This control curve keeps falling at every tabulated density. With overlap, $\Delta/kT=11.604\times0.1/0.4369=2.66$, which multiplies the result by $14$ and gives $0.048$. The effective-medium value is $0.042$.

**The minimum.** Equation (3) gives

$$x_{\min}=\left(\frac{3\times0.4369}{11.604}\right)^3=1.44\times10^{-3},$$

or $8.3\times10^{23}$ m⁻³. The effective medium has its own connection threshold at a volume fraction of $1/3$, close to the $0.295$ at which the spheres connect, so it shares part of the argument behind (3). Its minimum, which is shallow, is at $9.5\times10^{23}$ m⁻³ ($9.5\times10^{17}$ cm⁻³), where $\Delta=3.13kT$ and $\mu/\mu_0=0.040$. The ions are then about $10$ nm apart, well above the site spacing.

Equation (3) also predicts $N_{\min}\propto\epsilon^3$ at fixed temperature. Raising $\epsilon_r$ from 3 to 4 should multiply the density by $2.37$; the calculated factor is $2.14$, about 10% smaller.

**The recovery.** Above the minimum the wells begin to share sites. At $x=0.1$ the spheres of radius $a$ would cover $0.419$ of the volume if they did not overlap. The distance law gives $1-e^{-0.419}=0.342$. There are fewer well sites per hole, their filling rises, and $F/kT$ reaches $-13.73$. The relative mobility becomes $1.28$, against $0.47$ without filling. In the effective medium, filling thus multiplies the mobility by $2.7$ here, against $2.2$ at $x=10^{-3}$. The larger figure rests on the mean bond energy kept for filled sites, which overstates it: the lattice value $0.95$ given below corresponds to a factor near $2$. Filling lifts the curve by a similar factor at both densities, so the recovery itself comes from overlap.

Whether the mobility passes its undoped value here is not settled by this approximation. Kirchhoff's equations on lattices of $24^3$ sites, with explicit ions and site energies, give $0.95$ at $x=0.1$. They therefore support a return to about $\mu_0$, not a clear gain. Near the minimum, at $x=1.01\times10^{-3}$, they give $0.048$ against $0.042$ from the effective medium. The tests required agreement within a factor of two there and three at high doping, and at least a threefold recovery in the lattices.

The return to about $\mu_0$ also depends on keeping only the nearest ion. At $x=0.1$ several ions lie at similar distances from a site. Adding their attraction would increase the energy disorder and lower the mobility, so this end value belongs to the model and is not a prediction for a real material. The same holds for the depth of the minimum, which also falls when further unscreened ions are added to the potential.

The recovery does not mean that ions have become helpful. With the same hole density but no ions, the effective-medium mobility at $x=0.1$ is $1.92\mu_0$, against $1.28\mu_0$ with ions; the mean bond energy overstates both values. The ions still cost mobility; they cost less than at the minimum.

## When the initial fall is absent

A strongly disordered host already has deep sites of its own, and added holes fill them. To see when this matters, first ignore exclusion in an ion-free host. The Gaussian density of states times the Boltzmann factor is another Gaussian, of the same width $s$ but centred at $-S^2kT$. The dilute Fermi level is $F/kT=\ln x-S^2/2$. Boltzmann statistics would therefore place a fraction

$$q=\Phi\!\left(\frac{F/kT+S^2}{S}\right)=\Phi\!\left(\frac{\ln x+S^2/2}{S}\right)$$

of the holes below the Fermi level, where $\Phi$ is the cumulative normal distribution. Exclusion forbids much of this share, so host filling matters once $q$ is no longer small. Trapping by ions becomes important near $x\sim a^3/V_B=1.5\times10^{-6}$.

For $s=0.05$ eV, $q$ is only about $10^{-9}$ at that density, so trapping comes first. For $s=0.13$ eV, $S=5.03$ and $q$ is already $0.13$ at $x=10^{-8}$, where $N_dV_B$ is only $0.007$, so host filling comes first. In the second case the effective-medium mobility exceeds $\mu_0$ at all tabulated densities from $x=10^{-7}$ upwards. Its very large values at high doping were not checked on explicit lattices and should be read as a trend. Between these cases, near $s=0.11$ eV, the effective-medium mobility first rises slightly, then dips and rises again: early host filling removes the initial fall but not always a later dip.

The depth of the dip is also model-dependent. Two holes near one ion would repel each other, whereas here they may occupy neighbouring sites freely. An ion with a bound hole attracts a distant hole less than a bare ion does. Near the minimum nearly every hole is bound, so most ions are partly neutralised in this way, and $\Delta$ overstates how far overlap lowers the transport level. The model shows that overlapping wells of bare ions can turn the curve; it does not establish that they do so in a given material. Incomplete ionisation would break the equality $p=N_d$, and dopants that change the molecular packing would alter the host itself. Within the stated model, an initial fall requires ion traps to matter before host filling does, and the turn requires the transport level to come down faster than the growing number of bound holes dilutes the mobility. The numerical output below gives the full doping curves.

## Table of computed values

```
temperature = 300 K; relative permittivity = 4
site spacing = 1.20 nm; site density = 5.787e+26 m^-3
kT = 0.02585 eV
host disorder = 0.050 eV = 1.934 kT
strong disorder = 0.130 eV = 5.029 kT
well depth = 0.3000 eV = 11.604 kT
Onsager radius = 13.93 nm
binding volume V_B = 1.155e-21 m^3
1/V_B = 8.656e+20 m^-3
x = 1e-8: mobility drop, model = 0.00669, formula = 0.00664
states below -10 kT: host = 1.17e-07, x=1e-3 = 7.95e-03 (fraction)
overlap radius * N_d^(1/3) = 0.4369; sample spread = 0.0084
volume fraction at overlap = 0.295
3 kT rule: x = 1.44e-03, N_d = 8.34e+23 m^-3
model minimum: x = 1.64e-03, N_d = 9.47e+23 m^-3
relative mobility at minimum = 0.0403
overlap lowering at model minimum = 3.13 kT
N_min(eps=4)/N_min(eps=3) = 2.137; cubic law = 2.370
Relative mobility (dimensionless), Fermi level in kT:
x       N_d/m^-3  full     Fermi   no-overlap no-filling no-ions strong-disorder
1e-07 5.79e+19   0.9479  -18.16 8.423e-01 9.418e-01   1.000     1.371
1e-06 5.79e+20   0.7314  -16.25 5.667e-01 6.552e-01   1.000     1.762
1e-05 5.79e+21   0.3289  -15.05 1.897e-01 2.057e-01   1.000     2.443
1e-04 5.79e+22   0.0967  -14.60 2.965e-02 4.693e-02   1.004     3.441
1e-03 5.79e+23   0.0418  -14.47 3.378e-03 1.862e-02   1.030     5.849
1e-02 5.79e+24   0.0776  -14.35 3.820e-04 3.217e-02   1.183    32.932
3e-02 1.74e+25   0.2743  -14.19 1.493e-04 1.062e-01   1.407   190.228
1e-01 5.79e+25   1.2794  -13.73 7.059e-05 4.731e-01   1.916  2528.381
Kirchhoff lattices: 24^3 sites, 4 samples, geometric mean
x = 1.01e-03: network = 0.0478, effective medium = 0.0417, sample spread factor = 1.30
x = 1.00e-01: network = 0.9538, effective medium = 1.2791, sample spread factor = 1.04
```
